# Why Uneven Diffusivity Changes Transient Stress but Not Blocked-Line Steady Stress

Two copper lines, each 20000 nm long with blocked ends, carry the same current at 573 K. In the first, atoms diffuse slowly everywhere. In the second, they diffuse nine times faster beyond a point 8000 nm from the cathode end. In the model solved below, both lines settle to the same stress: 67.9 MPa of tension at the cathode end, 13.6 MPa at 8000 nm and 67.9 MPa of compression at the anode end. Yet the uneven line first reaches 20 MPa after 1.2 h, at the step in diffusivity, while the uniform slow line first reaches it after 4.5 h, at the cathode end. The stress at the step climbs to 25.1 MPa, nearly twice its final value, and then falls back.

The final state is a balance of forces, and diffusivity is not a force. It sets how fast atoms move while the forces are out of balance.

## The model

Let \(x\) run from the cathode end, \(x=0\), to the anode end, \(x=L\). Electrons flow toward \(+x\), \(j\) is the magnitude of the current density, and tensile stress \(\sigma\) is positive. The algebra uses atomic units, so the elementary charge is 1; \(k_BT\) is kept as an energy.

Two forces act on an atom. The electron wind pushes it toward \(+x\) with force \(Z\rho j\), where \(\rho\) is the resistivity and \(Z\) the effective charge number, counted positive along the electron flow. Tension lowers the chemical potential by \(\Omega\sigma\), with \(\Omega\) the atomic volume, so a stress gradient adds the force \(+\Omega\,\partial_x\sigma\). The drift velocity is \(D/k_BT\) times the total force, and there are \(1/\Omega\) atoms per volume. The atomic flux is therefore

\[
J=\frac{D(x)}{\Omega k_BT}\left(Z\rho j+\Omega\,\partial_x\sigma\right).
\]

The same mobility multiplies both forces.

Adding atoms to a confined line compresses it. If \(C\) is the number of atoms per original volume of line and \(B\) the effective stiffness, \(d\sigma=-B\Omega\,dC\). Atom conservation, \(\partial_tC=-\partial_xJ\), then gives \(\partial_t\sigma=B\Omega\,\partial_xJ\), or

\[
\partial_t\sigma=\partial_x\Phi,\qquad
\Phi=\kappa(x)\left(\partial_x\sigma+G\right),
\]
\[
\kappa=\frac{DB\Omega}{k_BT},\qquad G=\frac{Z\rho j}{\Omega}.
\]

Here \(\Phi=B\Omega J\) is the atomic flux in stress units. I take \(Z,\rho,j,\Omega,B\) and \(T\) uniform, \(D(x)>0\) fixed in time, and \(\sigma=0\) initially. In the blocked line described here, a uniform initial stress would simply add to the stress at every place and time. Blocked ends mean \(\Phi=0\) at \(x=0\) and \(x=L\).

In the example, \(\rho=5\) μΩ cm and \(j=1\) MA/cm² give a field of 5 V/cm. With \(Z=1\) the wind force is \(5\times10^{-7}\) eV/nm. Dividing by \(\Omega=0.0118\) nm³ and using 1 eV/nm³ = 160.2 MPa gives \(G=0.00679\) MPa/nm.

## Why the diffusivity cancels

In a steady state \(\partial_x\Phi=0\), so the flux is the same at every \(x\). It is zero at the ends, hence zero everywhere:

\[
\kappa(x)\left(\partial_x\sigma+G\right)=0 .
\]

Since \(\kappa>0\), the bracket must vanish and \(\partial_x\sigma=-G\). One constant remains. Integrating \(\partial_t\sigma=\partial_x\Phi\) over the line gives \(\frac{d}{dt}\int_0^L\sigma\,dx=\Phi(L)-\Phi(0)=0\), so the integral keeps its initial value, zero. Therefore

\[
\sigma_\infty(x)=G\left(\frac L2-x\right).
\]

At the cathode end this is \(0.00679\times10000=67.9\) MPa, or \(4.24\times10^{-4}\) eV/Å³.

The line does reach this state. The difference \(u=\sigma-\sigma_\infty\) obeys \(\partial_tu=\partial_x(\kappa\,\partial_xu)\) with no flux at the ends. Multiplying by \(u\) and integrating by parts gives

\[
\frac{d}{dt}\int_0^L\frac{u^2}{2}\,dx=-\int_0^L\kappa\,(\partial_xu)^2dx .
\]

The right side is negative unless \(u\) is constant, and a constant \(u\) with zero mean is zero. A region with \(D=0\) would break the argument: it would cut the line into pieces that balance separately.

As a numerical test, twelve lines were each divided into ten equal blocks, with \(\kappa\) drawn at random between \(e^{-3}\) and \(e^{3}\) in scaled units. After forty of their slowest decay times, the largest departure from \(\sigma_\infty\) was \(2\times10^{-11}\) of \(GL\).

**Blocking is essential.** Suppose instead that both ends are held at zero stress and can exchange atoms. The steady flux \(\Phi\) is still uniform but no longer zero, so \(\partial_x\sigma=\Phi/\kappa-G\). Integrating from end to end, where the stress difference is zero, gives

\[
\Phi=\frac{GL}{\int_0^Ldx/\kappa}.
\]

Now \(\kappa\) matters, because a flux must be driven through slow and fast parts alike. For a step from \(\kappa_1\) to \(\kappa_2\) at \(x=a\), with \(b=L-a\),

\[
\sigma(a)=GL\,\frac{a/\kappa_1}{a/\kappa_1+b/\kappa_2}-Ga .
\]

With equal diffusivities this is zero. In the ninefold example it is 62.1 MPa.

## How a step makes its own stress peak

At the first instant \(\partial_x\sigma=0\), so \(\Phi=G\kappa(x)\) inside the line and

\[
\partial_t\sigma=G\,\frac{d\kappa}{dx}.
\]

Where diffusivity rises along the electron flow, more atoms leave a small region than enter it, and tension builds. Where diffusivity falls, atoms pile up and compression builds.

At a sharp step this rate is singular, so the stress must be found by matching the two sides. Early on, before disturbances from the ends arrive, each side acts as a half-line. Let \(y\) be the distance from the step, and let \(q\) be the rate at which a side gains integrated tension:

\[
q_1=\Phi(a)-\kappa_1G,\qquad q_2=\kappa_2G-\Phi(a).
\]

From the definition of \(\Phi\), each equals \(-\kappa\,\partial_y\sigma\) at \(y=0\) on its own side.

Take \(q\) constant in time, to be confirmed by the matching. The quantity \(p=-\kappa\,\partial_y\sigma\) obeys \(\partial_tp=\kappa\,\partial_y^2p\), with \(p=q\) at \(y=0\) and \(p=0\) initially. Try \(p=q f(\eta)\), \(\eta=y/(2\sqrt{\kappa t})\). The equation becomes \(f''=-2\eta f'\), so \(f'\propto e^{-\eta^2}\) and \(f=\operatorname{erfc}\eta\). Because the stress vanishes far away,

\[
\sigma(0,t)=\frac1\kappa\int_0^\infty p\,dy
=\frac{2q\sqrt{\kappa t}}{\kappa}\int_0^\infty\operatorname{erfc}\eta\,d\eta
=2q\sqrt{\frac{t}{\pi\kappa}},
\]

where the last integral is \(1/\sqrt\pi\).

Stress is continuous at the step, so \(q_1/\sqrt{\kappa_1}=q_2/\sqrt{\kappa_2}\) at all these times, consistent with constant \(q\). Also \(q_1+q_2=G(\kappa_2-\kappa_1)\), from which \(\Phi(a)\) has dropped out. Factoring the difference of \(\kappa\) gives \(q_i=G(\sqrt{\kappa_2}-\sqrt{\kappa_1})\sqrt{\kappa_i}\), and

\[
\sigma(a,t)=2G\left(\sqrt{\kappa_2}-\sqrt{\kappa_1}\right)\sqrt{\frac t\pi}.
\]

At the cathode end, zero flux requires \(-\kappa_1\partial_x\sigma=\kappa_1G\). This is the half-line problem with \(q=\kappa_1G\), so

\[
\sigma(0,t)=2G\sqrt{\frac{\kappa_1t}{\pi}} .
\]

The early ratio of step to cathode stress is \(\sqrt{\kappa_2/\kappa_1}-1\). At these early times the step carries the greater tension when the diffusivity contrast exceeds four. Numerical solutions for contrasts of 3, 5 and 9 gave ratios of 0.732, 1.236 and 2.000, as the formula requires.

In the example \(D_1=10^{-13}\) cm²/s and \(B=28000\) MPa, so \(\kappa_1=1.504\times10^6\) nm²/h and \(\kappa_2\) is nine times larger. At 0.5 h the cathode law gives

\[
2(0.00679)\sqrt{\frac{1.504\times10^6\times0.5}{\pi}}=6.64\ \text{MPa},
\]

and the step law gives twice as much, 13.28 MPa. The full solution has 6.64 and 13.27 MPa.

Doubling the coefficient of \(\sqrt t\) quarters the time to a given stress. The uniform slow line needs 4.53 h to reach 20 MPa, so the step should need 1.13 h; the full solution gives 1.23 h. By then the diffusion length \(\sqrt{\kappa_2t}\) is about 4100 nm, a third of the fast part, and compression from the anode end has begun to reach the step. The cathode end is about six of the slow part's diffusion lengths away and has no appreciable effect there.

## How high the peak can go

The later history of the slow-to-fast line is as follows, with stresses in MPa.

| Time (h) | Cathode end | Step | Anode end |
|---:|---:|---:|---:|
| 0.5 | 6.6 | 13.3 | −19.9 |
| 2 | 13.3 | 23.3 | −37.0 |
| 5 | 22.4 | 24.7 | −47.6 |
| 20 | 53.2 | 17.2 | −61.9 |
| 100 | 67.9 | 13.6 | −67.9 |

The step peaks at 25.1 MPa after 3.7 h. A bound shows how far such an overshoot can go. Since \(\kappa\) is fixed in time,

\[
\partial_t\Phi=\kappa\,\partial_x(\partial_t\sigma)=\kappa\,\partial_x^2\Phi .
\]

The flux starts at \(\kappa G>0\) inside and is zero at the ends. At an interior minimum \(\partial_x^2\Phi\ge0\), so diffusion cannot push the minimum below zero. A sharp step can be treated as the limit of a steep smooth one. Thus \(\Phi\ge0\): no atoms move backward on balance, and \(\partial_x\sigma\ge-G\).

Two consequences follow. First, the part from \(x\) to \(L\) can only gain atoms, so \(\int_x^L\sigma\,dx'\le0\). Second, the stress to the right of \(x\) cannot fall faster than \(G\) per unit length, so \(\sigma(x')\ge\sigma(x)-G(x'-x)\). Inserting the second into the first,

\[
0\ge(L-x)\,\sigma(x,t)-\frac G2(L-x)^2 .
\]

The same reasoning on the part from 0 to \(x\), which can only lose atoms, gives \(0\le x\,\sigma(x,t)+Gx^2/2\). Together,

\[
-\frac{Gx}{2}\le\sigma(x,t)\le\frac{G(L-x)}2 .
\]

A place can exceed its own steady tension by at most \(Gx/2\), but no place can exceed \(GL/2\), the steady maximum. Diffusivity can move a large transient tension into the interior; it cannot create a new overall maximum.

The upper bound at the step has a simple reading. If the slow part were frozen, the fast part would be a separate blocked line of length \(b\), with steady tension \(Gb/2\) at its upstream end. In the example that is 40.7 MPa. The actual peak is lower because the slow part supplies atoms while the fast part is still settling. With a contrast of 1000, and the step again at \(0.4L\), the peak reaches about 0.96 of the bound. Continued supply from the slow part later removes the overshoot.

Reversing the line changes the sign of this peak. If \(\sigma(x,t)\) solves the problem for \(\kappa(x)\), then \(-\sigma(L-x,t)\) solves it for \(\kappa(L-x)\). A fast-to-slow line therefore has a compressive peak of 25.1 MPa at its step. Its tension first reaches 20 MPa at the cathode end, after 0.50 h.

## What sets the settling time

Let \(S=\sigma(0,t)-\sigma(L,t)\), whose final value is \(GL\). A natural settling time is the area under its missing fraction:

\[
\tau=\int_0^\infty\left(1-\frac{S}{GL}\right)dt .
\]

The integrand is nonnegative, because \(GL-S=\int_0^L(\partial_x\sigma+G)\,dx\). To evaluate \(\tau\), define \(U(x)=\int_0^\infty u\,dt\). Integrating the equation for \(u\) over time, with \(u(x,0)=-\sigma_\infty(x)\) and \(u\to0\), gives

\[
\frac{d}{dx}\left(\kappa\frac{dU}{dx}\right)=G\left(\frac L2-x\right).
\]

Since \(\kappa\,dU/dx=0\) at \(x=0\), one integration gives

\[
\kappa\frac{dU}{dx}=\frac G2x(L-x).
\]

The missing difference is \(GL-S=u(L,t)-u(0,t)\), whose time integral is \(\int_0^L(dU/dx)\,dx\). Dividing by \(GL\),

\[
\tau=\frac1{2L}\int_0^L\frac{x(L-x)}{\kappa(x)}\,dx .
\]

The quantity \(Gx(L-x)/2\) is the total flux that must cross \(x\) to build the final profile. It does not depend on \(D\). What depends on \(D\) is how long that transfer takes, and the transfer is largest at the middle.

For uniform \(\kappa\) the integral of \(x(L-x)\) is \(L^3/6\), so \(\tau=L^2/12\kappa\): 22.2 h for the slow line and 2.46 h for the fast one. In the slow-to-fast line, the first 8000 nm holds the fraction

\[
\frac{La^2/2-a^3/3}{L^3/6}=0.352
\]

of the weight. Hence \(\tau=22.17\,(0.352+0.648/9)=9.40\) h. The reversed line has the same value, because the weight is symmetric.

Position matters as much as amount. A 2000 nm slow patch at the centre of an otherwise fast line raises \(\tau\) from 2.46 to 5.41 h. The same patch at the cathode end raises it only to 3.02 h.

The final approach has its own time. Put \(u=e^{-\lambda t}f(x)\). The zero-flux solutions are \(f\propto\cos(x\sqrt{\lambda/\kappa_1})\) on the left and \(f\propto\cos[(L-x)\sqrt{\lambda/\kappa_2}]\) on the right. Equating \(\kappa f'/f\) at the step, and dividing by \(-\sqrt\lambda\), gives

\[
\sqrt{\kappa_1}\tan\left(a\sqrt{\frac{\lambda}{\kappa_1}}\right)
+\sqrt{\kappa_2}\tan\left(b\sqrt{\frac{\lambda}{\kappa_2}}\right)=0 .
\]

The first positive root gives \(1/\lambda=12.8\) h for the example. It is longer than \(\tau\) because \(\tau\) also counts the faster early progress. Dividing by \(f\) loses any mode that vanishes at the step, so in general the condition should be multiplied through by both cosines. With the step at 5000 nm, where \(a/\sqrt{\kappa_1}=b/\sqrt{\kappa_2}\), both cosines vanish at the step for the slowest mode. Its time is 6.74 h, while the first root of the tangent form gives only 1.68 h.

## Where the statement stops holding

A change of microstructure may alter the wind force as well as \(D\). If \(G\) depends on position, zero flux gives \(\partial_x\sigma=-G(x)\). Writing \(\sigma_\infty(x)=\sigma_\infty(0)-\int_0^xG\,dx'\), setting its integral to zero and exchanging the order of integration gives

\[
\sigma_\infty(0)=\frac1L\int_0^LG(x)(L-x)\,dx .
\]

If \(Z\) is 20% larger in the fast part, the cathode tension rises from 67.9 to 72.8 MPa. A nonuniform stiffness leaves the slope at \(-G\) but conserves \(\int\sigma/B\,dx\), which shifts the whole profile. With \(B\) 10% smaller in the fast part, the cathode value is 69.6 MPa.

A diffusivity that depends on stress still cancels from the zero-flux condition, provided it stays positive. With \(D\) multiplied by \(e^{\Omega\sigma/k_BT}\), the change in \(D\) at the steady maximum is 10.7%, and the largest change in transient stress is 0.7 MPa.

The parameters are rough typical values for a copper interconnect in an accelerated test, and the ninefold contrast is a chosen one. Real diffusivities depend strongly on grain structure and interfaces, so the hours are less secure than the shape of the steady profile. The size of every stress is proportional to the assumed \(Z=1\); for \(Z\) below about 0.8 the step would never reach 20 MPa. For a 100 nm high line over 1000 nm of dielectric with an assumed thermal conductivity of 0.3 W/(m K), a one-dimensional estimate for a very long line gives 1.7 K of Joule heating, which changes \(D\) by 5 to 6% for activation energies of 0.85 to 0.95 eV. With an assumed metal conductivity of 200 W/(m K) and an assumed heat of transport of 0.1 eV, the same long-line estimate puts the thermal force at a cooled end at about 7% of the wind force. The temperature recovers from a cooled end over about 8200 nm, which is comparable to half of this line. With both ends cooled, the rise at the middle is therefore only about 0.8 K, \(D\) changes there by 2 to 3%, and the thermal force is about 6% of the wind force at the ends, falling to zero at the middle. Residual thermal stress, plastic flow and relaxation of the surroundings are left out, and they can change the actual stresses.

Temperature also changes the contrast. With assumed activation energies of 0.95 eV in the slow part and 0.85 eV in the fast part, cooling to 378 K at fixed \(G\) raises the contrast to about 26. The step peak becomes 31 MPa, reached after about \(2\times10^4\) h, and \(\tau\) becomes about \(1.1\times10^5\) h. If \(Z\) stayed fixed, the lower resistivity would reduce \(G\), and every stress in proportion, by roughly a quarter. The wind part of \(Z\) tends to grow as \(\rho\) falls, so the product \(Z\rho\), and with it \(G\), may change much less.

For void formation, the conclusion depends on where the line is weak. If the critical tension exceeds \(GL/2\) everywhere, no fixed \(D(x)\) can bring a line obeying these assumptions to it. If a flaw at the step yields at 20 MPa, the steady value of 13.6 MPa wrongly suggests safety, since the transient passes 20 MPa after 1.2 h. This is for a sharp step. If \(D\) instead rises geometrically over 1000 nm centred at 8000 nm, the stress there peaks at 24.0 MPa and 20 MPa is first passed after 1.5 h; over 4000 nm the values are 20.9 MPa and 2.8 h. Once a void opens, its surface carries almost no normal stress and can exchange atoms with the line, so a different boundary condition applies there. The numerical output below gives the remaining values. The 0.24 % listed there is \(GL/2B\), the largest relative change in \(C\). Because \(B\) includes the compliance of the surroundings and lies well below the bulk modulus of copper, about 140 GPa, the density of the lattice itself changes by only about 0.05 %.

## Computed results

```
INPUTS (rough values for a copper line)
length 20000 nm; step at 8000 nm; T 573 K
current density 1.0 MA/cm2; resistivity 5.0 uOhm cm
Z 1.0; atomic volume 0.0118 nm^3; B 28000 MPa
D slow 1.0e-13 cm2/s; D fast 9.0e-13 cm2/s
wind force 5.00e-07 eV/nm; G 0.00679 MPa/nm
kappa slow 1.504e+06 nm^2/h; kappa fast 1.353e+07 nm^2/h
SCALED TESTS
12 random D profiles: worst steady error 2.4e-11 of G L
D contrast 3: early step/cathode stress ratio 0.732
D contrast 5: early step/cathode stress ratio 1.236
D contrast 9: early step/cathode stress ratio 2.000
D contrast 1000: peak is 0.963 of its upper bound
STEADY STRESS at cathode end, 8000 nm, anode end
uniform slow: 67.89, 13.58, -67.89 MPa
slow-to-fast: 67.89, 13.58, -67.89 MPa
fast-to-slow: 67.89, 13.58, -67.89 MPa
steady maximum in other unit 4.237e-04 eV/A^3
TIMING: settling time; last decay time; first 20 MPa
uniform slow: 22.17 h; 26.96 h; 4.534 h at 0 nm
uniform fast: 2.46 h; 3.00 h; 0.504 h at 0 nm
slow-to-fast: 9.40 h; 12.80 h; 1.225 h at 8000 nm
fast-to-slow: 9.40 h; 12.80 h; 0.504 h at 0 nm
centre patch: 5.41 h; 8.25 h; 0.513 h at 0 nm
cathode patch: 3.02 h; 3.20 h; 1.038 h at 2000 nm
slow-to-fast last decay time from matching 12.80 h
SLOW-TO-FAST LINE: stress at cathode end, step, anode end
0.5 h: 6.64, 13.27, -19.92 MPa
2.0 h: 13.30, 23.35, -36.99 MPa
5.0 h: 22.38, 24.71, -47.58 MPa
20.0 h: 53.24, 17.24, -61.91 MPa
100.0 h: 67.86, 13.58, -67.88 MPa
early laws at 0.5 h: cathode 6.64, step 13.28 MPa
step peak 25.11 MPa at 3.70 h; bound 40.73 MPa
LIMITS AND NEGLECTED EFFECTS (slow-to-fast line)
ends pinned at zero: steady stress at step 62.07 MPa
Z 20 % larger in fast part: steady cathode 72.78 MPa
B 10 % smaller in fast part: steady cathode 69.59 MPa
D change at steady maximum 10.7 %
stress-dependent D: largest transient change 0.70 MPa
largest elastic strain 0.24 %
Joule heating 1.67 K; D change 5.6 %
thermomigration/wind force 0.071 (heat of transport 0.1 eV)
activation energies: slow 0.95 eV, fast 0.85 eV
at 378 K: D contrast 25.6; settling time 1.128e+05 h
at 378 K: step peak 31.39 MPa at 2.122e+04 h
resistivity and wind force lower at 378 K by 27 % (not applied)
```
